# Basis-projected interaction, local range parameter and the density-based basis correction

## The interaction that a finite basis can represent

When two electrons of opposite spin meet, their Coulomb repulsion diverges and the exact wave function has a cusp. A wave function expanded in finitely many smooth orbitals has no cusp. Within such a basis the electrons behave as if their repulsion stayed finite at contact. If that finite value is known at each point, it can be compared with the contact value of a long-range interaction \(\operatorname{erf}(\mu r_{12})/r_{12}\), and a density functional made for the missing short-range part can estimate the correlation energy lost by the basis. The questions are how the contact value is defined, and whether the estimate disappears when nothing is missing.

Hartree atomic units and real orbitals are used. Let \(B\) be an orthonormal basis \(\{\phi_p\}\) with projector \(P_B\) and kernel
\[
k_B(\mathbf r,\mathbf r')=\sum_{p\in B}\phi_p(\mathbf r)\phi_p(\mathbf r'). \tag{1}
\]
Let \(\Psi^B\) be a spin-singlet reference state in \(B\), and \(\Gamma_{tr,us}\) its opposite-spin two-body density matrix, with \(t,r\) belonging to the spin-up electron and \(u,s\) to the spin-down one. The opposite-spin pair density is
\[
n_2^{\uparrow\downarrow}(\mathbf r_1,\mathbf r_2)=\sum_{trus}\Gamma_{tr,us}\,\phi_t(\mathbf r_1)\phi_r(\mathbf r_1)\phi_u(\mathbf r_2)\phi_s(\mathbf r_2). \tag{2}
\]
The total pair density \(n_2\) integrates to \(N(N-1)\). Parallel-spin pairs vanish at contact by antisymmetry, so \(n_2(\mathbf r,\mathbf r)=2n_2^{\uparrow\downarrow}(\mathbf r,\mathbf r)\).

Now let the Coulomb operator act on the pair and project the result back on \(B\) for both electrons:
\[
f^B(\mathbf r_1,\mathbf r_2)=\sum_{pq}\sum_{trus}\phi_p(\mathbf r_1)\phi_q(\mathbf r_2)\,(pr|qs)\,\Gamma_{tr,us}\,\phi_t(\mathbf r_1)\phi_u(\mathbf r_2), \tag{3}
\]
where \((pr|qs)=\iint\phi_p\phi_r(\mathbf r_1)\,r_{12}^{-1}\,\phi_q\phi_s(\mathbf r_2)\,d\mathbf r_1d\mathbf r_2\). The effective interaction is
\[
W^B(\mathbf r_1,\mathbf r_2)=f^B(\mathbf r_1,\mathbf r_2)/n_2^{\uparrow\downarrow}(\mathbf r_1,\mathbf r_2). \tag{4}
\]
Integrating (3) over both positions gives \(\delta_{pt}\delta_{qu}\), hence
\[
\iint W^B n_2^{\uparrow\downarrow}\,d\mathbf r_1d\mathbf r_2=\sum_{trus}(tr|us)\,\Gamma_{tr,us}, \tag{5}
\]
which is the opposite-spin repulsion energy of \(\Psi^B\). Thus, for opposite-spin pairs, \(W^B\) gives the same expectation value as \(1/r_{12}\) in this state, though it is finite at contact wherever \(n_2^{\uparrow\downarrow}\neq0\).

## The local range parameter

For small \(x\), \(\operatorname{erf}x=2x/\sqrt\pi+O(x^3)\), so \(\operatorname{erf}(\mu r_{12})/r_{12}\to2\mu/\sqrt\pi\) at contact. Equating this to \(W^B(\mathbf r,\mathbf r)\) gives
\[
\mu^B(\mathbf r)=\frac{\sqrt\pi}{2}\,W^B(\mathbf r,\mathbf r). \tag{6}
\]
This matches one number at each point, not the whole function of \(r_{12}\). Where \(n_2^{\uparrow\downarrow}(\mathbf r,\mathbf r)=0\) or \(f^B(\mathbf r,\mathbf r)\le0\), we set \(\mu^B=\infty\), which means no correction there. The second case is ruled out below for a determinant, but it can occur for a correlated state.

## Divergence at completeness

**A closed-shell determinant.** Here \(\Gamma_{tr,us}=\delta_{tr}\delta_{us}\) over occupied orbitals. With \(\gamma(\mathbf r,\mathbf r')=\sum_i^{\rm occ}\phi_i(\mathbf r)\phi_i(\mathbf r')\), the sums over \(p\) and \(q\) in (3) build two kernels (1), and the sums over occupied orbitals build two factors \(\gamma\). Define
\[
\rho_{\mathbf r}(\mathbf r')=k_B(\mathbf r,\mathbf r')\gamma(\mathbf r,\mathbf r'),\qquad
D(\rho,\sigma)=\iint\frac{\rho(\mathbf r_1)\sigma(\mathbf r_2)}{r_{12}}\,d\mathbf r_1d\mathbf r_2 ,
\]
and write \(D(\rho)=D(\rho,\rho)\). Since \(n_2^{\uparrow\downarrow}(\mathbf r,\mathbf r)=\gamma(\mathbf r,\mathbf r)^2\),
\[
W^B(\mathbf r,\mathbf r)=D(\rho_{\mathbf r})/\gamma(\mathbf r,\mathbf r)^2 . \tag{7}
\]
The contact interaction is a Coulomb self-energy. It is positive because \(D(\rho)=\int|\hat\rho(\mathbf q)|^2q^{-2}d\mathbf q/(2\pi^2)\).

To bound it from below, take the trial potential \(v(\mathbf r')=e^{-\beta|\mathbf r'-\mathbf r|^2}\), whose source is \(\sigma=-\nabla^2v/4\pi\). Then \(\int\rho_{\mathbf r}v=D(\rho_{\mathbf r},\sigma)\), and the Cauchy-Schwarz inequality for the positive form \(D\) gives
\[
D(\rho_{\mathbf r})\ge\frac{\left(\int\rho_{\mathbf r}v\,d\mathbf r'\right)^2}{D_v},\qquad D_v=D(\sigma)=\int\sigma v=\frac1{4\pi}\int|\nabla v|^2 . \tag{8}
\]
With \(|\nabla v|^2=4\beta^2s^2e^{-2\beta s^2}\) and \(\int_0^\infty s^4e^{-as^2}ds=\tfrac{3\sqrt\pi}{8}a^{-5/2}\) at \(a=2\beta\),
\[
D_v=(2\beta)^2\,\frac{3\sqrt\pi}{8}(2\beta)^{-5/2}=\frac{3\sqrt\pi}{8\sqrt{2\beta}} . \tag{9}
\]
The numerator of (8) contains \(\int\rho_{\mathbf r}v=\big(P_B[\gamma(\mathbf r,\cdot)v]\big)(\mathbf r)\). Assume that the reference converges and that these projections converge pointwise for almost every \(\mathbf r\). The limit is then \(\gamma(\mathbf r,\mathbf r)v(\mathbf r)=\gamma(\mathbf r,\mathbf r)\), and (7) to (9) give
\[
\liminf_{B\to\infty}W^B(\mathbf r,\mathbf r)\ge\frac1{D_v}=\frac{8\sqrt{2\beta}}{3\sqrt\pi}. \tag{10}
\]
As \(\beta\) may be chosen arbitrarily large, \(W^B(\mathbf r,\mathbf r)\) and \(\mu^B(\mathbf r)\) diverge.

**A multiconfigurational state.** Let the number of occupied and active orbitals stay fixed while \(B\) grows. With \(A_{rs}=\sum_{tu}\Gamma_{tr,us}\phi_t(\mathbf r)\phi_u(\mathbf r)\), equation (3) at contact reads \(f^B=\sum_{rs}A_{rs}D(k_B\phi_r,k_B\phi_s)\), where \(k_B\) stands for \(k_B(\mathbf r,\cdot)\). The \(A_{rs}\) need not form a positive matrix. Choose a smooth localized \(\chi\) with \(\chi(\mathbf r)=1\) and write \(\phi_r=\phi_r(\mathbf r)\chi+\delta_r\), so that \(\delta_r(\mathbf r)=0\). Then
\[
f^B=n_2^{\uparrow\downarrow}D(k_B\chi)+\sum_{rs}A_{rs}\big[\phi_r(\mathbf r)D(k_B\chi,k_B\delta_s)+\phi_s(\mathbf r)D(k_B\delta_r,k_B\chi)+D(k_B\delta_r,k_B\delta_s)\big]. \tag{11}
\]
Suppose that \(D(k_B\delta_r)/D(k_B\chi)\to0\), which says that the kernel becomes local enough. By Cauchy-Schwarz the bracket is then negligible against \(D(k_B\chi)\). Where \(n_2(\mathbf r,\mathbf r)\) has a positive limit, \(W^B\simeq D(k_B\chi)\), and this diverges by the argument of (8) to (10). For correlated references this locality is an added condition.

**When completeness is partial.** Consider one doubly occupied s orbital \(\phi\) and a basis complete for s functions alone. The limiting kernel is a unit charge spread over the sphere through \(\mathbf r\), so \(\rho_{\mathbf r}\) has total charge \(\phi(r)^2\) on a shell of radius \(r\). The potential on the shell is charge over radius, hence \(D=\phi(r)^4/r\). Since \(\gamma(\mathbf r,\mathbf r)^2=\phi(r)^4\), this limit gives \(W=1/r\) and \(\mu=\sqrt\pi/(2r)\). The range parameter diverges at the centre and stays finite elsewhere, because angular correlation is still missing.

## The functional at large range parameter

The exact basis correction at density \(n\) is the minimum of \(\langle T+W_{ee}\rangle\) over all states with that density, less the minimum over states in \(B\). It is approximated by a range-separated functional evaluated with \(\mu^B(\mathbf r)\). For constant \(\mu\), let \(\Psi^\mu\) minimize \(F^\mu=\langle T+W^\mu\rangle\) at density \(n\), where \(W^\mu\) is the interaction \(\operatorname{erf}(\mu r_{12})/r_{12}\). The functional is \(\bar E^\mu=F^\infty-\langle\Psi^\mu|T+W_{ee}|\Psi^\mu\rangle\). At \(\mu=0\) it is the Kohn-Sham correlation energy. Because \(F^\mu\) is stationary, its derivative comes from the interaction alone, and \(\partial_\mu[\operatorname{erf}(\mu r)/r]=(2/\sqrt\pi)e^{-\mu^2r^2}\). Therefore
\[
\bar E^\mu=\frac1{\sqrt\pi}\int_\mu^\infty d\mu'\iint n_2^{\mu'}e^{-\mu'^2r_{12}^2}-\frac12\iint n_2^\mu\,\frac{\operatorname{erfc}(\mu r_{12})}{r_{12}} . \tag{12}
\]

At large \(\mu\) only short distances matter. To leading order the pair amplitude there is proportional to \(1+u(r_{12})\). The relative kinetic energy is \(-\nabla^2\), since the reduced mass is one half, so \(\nabla^2u=\operatorname{erf}(\mu r)/r\). Outside the short-range region the exact cusp \(u\to r/2\) must return, without an added constant. Changes of the state elsewhere are taken to be of higher order. Set \(u=U(x)/\mu\) with \(x=\mu r\). Then \((xU)''=\operatorname{erf}x\). Two integrations, regularity at \(x=0\) and the outer condition give
\[
U(x)=\left(\frac x2+\frac1{4x}\right)\operatorname{erf}x+\frac{e^{-x^2}}{2\sqrt\pi},\qquad U(0)=\frac1{\sqrt\pi}. \tag{13}
\]
Since \(n_2^\mu\) is quadratic in the amplitude, near contact \(n_2^\mu\simeq n_2(\mathbf r,\mathbf r)(1+2u)\), and in particular
\[
n_2^\mu(\mathbf r,\mathbf r)\simeq n_2(\mathbf r,\mathbf r)\left(1+\frac2{\sqrt\pi\,\mu}\right). \tag{14}
\]

Insert this in (12). The constant part gives, per unit \(\int n_2(\mathbf r,\mathbf r)d\mathbf r\), \(\pi^{-1/2}\int_\mu^\infty\pi^{3/2}\mu'^{-3}d\mu'=\pi/2\mu^2\) from the first term and \(2\pi\int_0^\infty r\operatorname{erfc}(\mu r)dr=\pi/2\mu^2\) from the second. They cancel. The part linear in \(u\) gives \(C/\mu^3\) with
\[
C=\frac{2I_1}{3\sqrt\pi}-I_2,\quad I_1=4\pi\!\int_0^\infty\! x^2Ue^{-x^2}dx,\quad I_2=4\pi\!\int_0^\infty\! xU\operatorname{erfc}x\,dx . \tag{15}
\]
Integration by parts gives \(\int x\operatorname{erf}x\,e^{-x^2}=1/(2\sqrt2)\) and \(\int x^3\operatorname{erf}x\,e^{-x^2}=5/(8\sqrt2)\), and \(\int x^2e^{-2x^2}=\sqrt\pi/(8\sqrt2)\). Hence
\[
I_1=4\pi\,\frac{5+2+1}{16\sqrt2}=\sqrt2\,\pi .
\]
For \(I_2\), parts and the same integrals give
\[
\int x^2\operatorname{erf}\operatorname{erfc}=\frac1{\sqrt\pi}\Big(\frac5{6\sqrt2}-\frac13\Big),\quad
\int\operatorname{erf}\operatorname{erfc}=\frac{\sqrt2-1}{\sqrt\pi},\quad
\int xe^{-x^2}\operatorname{erfc}=\frac12-\frac1{2\sqrt2}.
\]
Their weights in \(xU\) are \(\tfrac12\), \(\tfrac14\) and \(1/(2\sqrt\pi)\), so \(I_2=4\sqrt\pi\,(\sqrt2/3-1/6)\). Thus
\[
C=\frac{2\sqrt{2\pi}}3-\frac{4\sqrt{2\pi}}3+\frac{2\sqrt\pi}3=\frac{2\sqrt\pi}{3}(1-\sqrt2)\approx-0.48945 . \tag{16}
\]

A local interpolation between \(\mu=0\) and large \(\mu\) is
\[
\bar E^B=\int\frac{n\varepsilon_c}{1+b\,(\mu^B)^3}\,d\mathbf r,\qquad b=\frac{n\varepsilon_c}{C\,n_2^\circ}. \tag{17}
\]
Here \(\varepsilon_c\le0\) is the PBE correlation energy per electron, and \(n_2^\circ=n_2^B(\mathbf r,\mathbf r)/[1+2/(\sqrt\pi\mu^B)]\) inverts (14). This estimates the exact on-top pair density only when \(\Psi^B\) is fully correlated within \(B\). For a determinant or a fixed active space, \(n_2^\circ\) tends to the on-top density of the reference itself as \(\mu^B\to\infty\). For Li\(^+\) in an uncontracted 10s5p3d Gaussian basis, \(\int n_2^\circ\,d\mathbf r\) is 1.34 bohr\(^{-3}\) for the Hartree-Fock determinant, while the full-CI state in the same basis gives 1.17 before the extrapolation and 1.02 after it. This changes the size of the correction but not its vanishing limit. Both \(C\) and \(\varepsilon_c\) are negative, so \(b\ge0\).

## Why the correction vanishes

Let \(e\) be the integrand of (17). Where \(\varepsilon_c\) and \(n_2^\circ\) are nonzero, \(1/|e|=1/|n\varepsilon_c|+(\mu^B)^3/(|C|n_2^\circ)\), and therefore
\[
|e|\le n|\varepsilon_c|,\qquad |e|\le|C|\,n_2^\circ/(\mu^B)^3 . \tag{18}
\]
Let \(n_2(\mathbf r,\mathbf r)\) have a finite positive limit almost everywhere. The second bound then sends \(e\) to zero at almost every point.

Pointwise decay does not suffice for the integral, and the first bound supplies the rest. With \(r_s=(3/4\pi n)^{1/3}\), the uniform-gas \(r_s|\varepsilon_c|\) stays bounded: at high density \(\varepsilon_c\) grows logarithmically, and at low density it falls as \(1/r_s\). For \(r_s\) between 0.001 and 1000 bohr its largest sampled value, 0.391 hartree bohr, lies at the upper end. In the Perdew-Wang parametrization used by PBE it goes on rising and levels off at 0.4335 hartree bohr as \(r_s\to\infty\). The PBE gradient term reduces \(|\varepsilon_c|\), as tests at three reduced gradients confirm. Hence \(|e|\le a\,n^{4/3}\) with a fixed \(a\). If the reference orbitals converge together with their gradients in the mean-square sense, and the density matrices converge, the densities converge in \(L^1\) and \(L^3\), so the bounding functions \(n^{4/3}\) converge in \(L^1\). Generalized dominated convergence then yields
\[
\lim_{B\to\infty}\bar E^B=0 . \tag{19}
\]
This is a property of the approximate functional. It does not make (17) equal to the true error of a finite basis.

## Plane waves: the right power, a different coefficient

Take two electrons in a periodic box of volume \(V\), with the constant pair function \(1/V\) and plane waves up to \(k_c\). Projection truncates the Fourier series of the Coulomb interaction. In the large-box limit
\[
W(r_{12})=\int_{q<k_c}\!\frac{d\mathbf q}{(2\pi)^3}\frac{4\pi}{q^2}e^{i\mathbf q\cdot\mathbf r_{12}}=\frac2\pi\int_0^{k_c}\!\frac{\sin qr_{12}}{qr_{12}}dq=\frac{2}{\pi r_{12}}\operatorname{Si}(k_cr_{12}). \tag{20}
\]
At fixed separation this tends to \(1/r_{12}\). At contact it is \(2k_c/\pi\), so \(\mu=k_c/\sqrt\pi\). At 1.3 bohr, \(r_{12}W\) is 1.038 for \(k_c=8\) bohr\(^{-1}\) and 1.006 for 80 bohr\(^{-1}\).

With \(n_2=2/V^2\), the asymptotic correction is \(2C/(V\mu^3)=2C\pi^{3/2}/(Vk_c^3)\). The second-order energy of the omitted waves is available directly. Each excitation to \((\mathbf q,-\mathbf q)\) costs \(q^2\) and has matrix element \(4\pi/(Vq^2)\), so
\[
\Delta E_2=-\frac1V\int_{q>k_c}\frac{d\mathbf q}{(2\pi)^3}\frac{16\pi^2}{q^6}=-\frac8V\int_{k_c}^\infty\frac{dq}{q^4}=-\frac{8}{3Vk_c^3}. \tag{21}
\]
Both fall as \(k_c^{-3}\), but their ratio is \(\pi^2(\sqrt2-1)/2\approx2.04\). The error-function interaction suppresses the Coulomb components by the smooth factor \(e^{-q^2/4\mu^2}\), whereas the basis cuts them sharply. Equal contact values therefore do not imply equal energies.

For a box of side 10 bohr and \(k_c=25.13\) bohr\(^{-1}\), the lattice sum without its \(\mathbf q=0\) term gives \(\mu=13.92\) bohr\(^{-1}\) and an asymptotic correction of \(-2(0.48945)/(1000\times13.92^3)=-3.63\times10^{-7}\) hartree. The second-order error is \(-1.68\times10^{-7}\) hartree. The ratio 2.16 exceeds 2.04 because the finite box lowers \(\mu\) from \(k_c/\sqrt\pi=14.18\) bohr\(^{-1}\), and \((14.18/13.92)^3\approx1.06\). The omitted \(\mathbf q=0\) term accounts for 0.25 of the 0.26 bohr\(^{-1}\) shift. These numbers use \(n_2=2/V^2\); the full expression (17), with \(n_2^\circ\), gives \(-3.36\times10^{-7}\) hartree and a ratio of 2.00. The second-order value is not the true basis error of this box. At this density (\(r_s\approx4.9\) bohr) the exactly solved pair has about 0.11 of the uncorrelated on-top density, and the energy it gains between cutoffs of 5.0 and 7.5 bohr\(^{-1}\) is only 0.11 of the second-order amount. The comparison tests the coefficient at weak coupling only. The locality condition used after (11) can be seen here too: for \(\sin(2\pi x/10)\), with \(x\) in bohr, the ratio of self-energies falls from 0.0130 to 0.0064 when \(k_c\) doubles.

## A localized basis and LiH

Let a doubly occupied orbital \(e^{-r^2/2}\) be accompanied by s Gaussians whose exponents grow by factors of three. If \(\beta\) is the largest exponent minus 0.5 bohr\(^{-2}\), the product of orbital and trial potential lies in the basis. Its projection is then exact, and \(W(0,0)\ge1/D_v\) holds for the finite set. With nine functions \(\beta=3280\) bohr\(^{-2}\), and (10) gives \(8\sqrt{6560}/(3\sqrt\pi)=122\) hartree. The computed \(W\) is 180 hartree, against 4.87 hartree for three functions. This set does not become complete, even for s functions: at \(r=1\) bohr the contact value settles at 0.943 hartree rather than at the complete-s value \(1/r=1\) hartree. Growth of \(\mu\) at one point does not signal completeness.

LiH at a bond length of 3.0 bohr shows ordinary molecular bases. The reference is CASSCF with two electrons in two active orbitals. Values of \(\mu\) are in bohr\(^{-1}\), energies in hartree.

| Quantity | cc-pVDZ | cc-pVTZ |
|---|---:|---:|
| \(\mu\) at Li | 1.51 | 3.32 |
| \(\mu\) at H | 1.83 | 3.04 |
| \(\mu\) at midpoint | 0.85 | 1.19 |
| correction | −0.0365 | −0.0251 |
| CCSD energy | −8.0147 | −8.0366 |
| corrected energy | −8.0512 | −8.0617 |

At the hydrogen nucleus in cc-pVDZ, \(W=2.062\) hartree, so (6) gives \(\mu=0.8862\times2.062=1.83\) bohr\(^{-1}\). A real-space quadrature of the projected interaction reproduces this \(W\). Points with nonpositive \(f^B\) carry 0.0013 to 0.0014 electron in cc-pVDZ and \(3.5\) to \(4.6\times10^{-5}\) in cc-pVTZ, depending on the integration grid, so the convention after (6) is needed but affects little density.

At \(\mu=0\) the functional would give the full PBE correlation energy, −0.0836 hartree. The correction keeps 44% of it in cc-pVDZ and 30% in cc-pVTZ. This fraction is the average of \(1/(1+b\mu^3)\) weighted by \(n|\varepsilon_c|\). An average of 30% is possible only if \(b\mu^3\) is no larger than about \(1/0.30-1\approx2.3\) in part of the molecule, so neither basis is in the \(\mu^{-3}\) regime throughout. The cc-pVTZ correction is −0.68 eV.

Between the two bases the CCSD energy falls by 0.0219 hartree, of which 0.0030 is the Hartree-Fock part that (17) does not address. The correlation part falls by 0.0189 hartree, while the correction shrinks by 0.0114 hartree, about 60% of that. The corrected energy still changes by 0.0105 hartree. It is neither a basis-set limit nor an exact energy: CCSD omits connected triple and higher excitations, and these bases describe core correlation incompletely. Two bases show a trend; the limit itself rests on (10), (11) and (19) under their stated conditions. The remaining values are in the numerical output.

## Calculated quantities

```
C from real-space pair function: -0.489450
C from momentum space: -0.489449
C closed form: -0.489450
largest r_s*|eps_c|, r_s 0.001 to 1000: 0.3914 hartree bohr
r12*W at r12=1.3 bohr, k_c=8 bohr^-1: 1.03840
r12*W at r12=1.3 bohr, k_c=80 bohr^-1: 1.00581
box side: 10.0 bohr, two electrons, constant pair function
k_c=12.566 bohr^-1: mu=6.8307 bohr^-1, k_c/sqrt(pi)=7.0898
  correction -3.0715e-06, second-order error -1.3481e-06 hartree
  ratio 2.2784; vanishing-part/W 0.01295
k_c=25.133 bohr^-1: mu=13.9225 bohr^-1, k_c/sqrt(pi)=14.1796
  correction -3.6273e-07, second-order error -1.6808e-07 hartree
  ratio 2.1581; vanishing-part/W 0.00636
limiting ratio for large k_c: 2.0441
Gaussian orbital, exponent 0.5 bohr^-2, s functions with exponent ratio 3
  3 functions: W 4.8669, bound 4.2554 hartree, mu 4.3132 bohr^-1
  5 functions: W 16.9336, bound 13.4567 hartree, mu 15.0070 bohr^-1
  7 functions: W 55.8446, bound 40.5938 hartree, mu 49.4910 bohr^-1
  9 functions: W 180.3650, bound 121.8557 hartree, mu 159.8443 bohr^-1
LiH bond length: 3.0 bohr; mu in bohr^-1, energies in hartree
W at H, cc-pvdz, integrals: 2.06174 hartree
W at H, cc-pvdz, quadrature: 2.06174 hartree
cc-pvdz: 19 orbitals, HF -7.983565, CASSCF -8.000050
  CAS mu: Li 1.5143, H 1.8272, mid 0.8506
  determinant: average mu 1.1884 bohr^-1
  determinant at H: W 1.6748, lower bound 1.3347 hartree
  electrons where f<=0 or n2=0: 1.36e-03
  PBE correlation (mu=0) -0.083597, correction -0.036515
  CCSD -8.014676, corrected -8.051191
cc-pvtz: 44 orbitals, HF -7.986602, CASSCF -8.002881
  CAS mu: Li 3.3202, H 3.0362, mid 1.1894
  determinant: average mu 1.5566 bohr^-1
  determinant at H: W 3.1936, lower bound 2.7377 hartree
  electrons where f<=0 or n2=0: 4.49e-05
  PBE correlation (mu=0) -0.083596, correction -0.025128
  CCSD -8.036610, corrected -8.061738
change between bases: CCSD 0.021934, corrected 0.010547 hartree
cc-pvtz correction: -0.6838 eV
```
